The dipolar Fröhlich resonance of a small doped-oxide sphere

**Problem**

A sphere of a heavily doped transparent oxide, of radius a = 10 nm, is embedded in a lossless host. Its bound electrons give a constant background permittivity ε∞ = 4, and the host has εh = 2.25. The free carriers, of density n and effective mass m*, have the plasma energy

Ep = ħ √(n e²/(ε0 m*)) = 2.0 eV

and the damping energy γ = ħ/τ = 0.1 eV, where τ is the momentum relaxation time.

(a) At what photon energy is the dipolar Fröhlich condition Re ε = −2εh met?

(b) At what energy does the sphere absorb most strongly, how wide is the absorption line, and how large is the cross-section at its peak?

(c) How far can effects outside this uniform, local, static description move the answer?

**A tempting solution, which is wrong**

A doped oxide is a metal with a polarizable background, so one writes

ε(E) = ε∞ [1 − Ep²/(E² + iγE)].

The real part of 1/(E² + iγE) is 1/(E² + γ²). The Fröhlich condition then reads

4 [1 − 4/(E² + 0.01)] = −4.5,

with E in eV. Hence E² + 0.01 = 16/8.5, and E = 1.37 eV.

The algebra is sound, but the permittivity is not that of the stated material. To see why, take the equation of motion of a free carrier of charge −e in a field with time factor exp(−iωt):

m*(−iω + 1/τ) v = −e 𝓔.

The current density is J = −n e v, so

J = (n e²/m*) 𝓔/(−iω + 1/τ).

A current J adds iJ/(ε0 ω𝓔) to the relative permittivity, because −iωε0(Δε)𝓔 = J. This gives

Δε = i (n e²/(ε0 m*))/[ω(−iω + 1/τ)] = −(n e²/(ε0 m*))/(ω² + iω/τ).

The last step multiplies numerator and denominator by i and uses i(−iω + 1/τ) = ω + i/τ. Multiplying through by ħ², and adding the background, gives

ε(E) = ε∞ − Ep²/(E² + iγE), with E = ħω.   (1)

The background adds to the carrier term and does not multiply it. The factored form is legitimate only if the symbol inside it means the screened plasma energy Ep/√ε∞. The tempting solution put the bare energy there, which multiplies the carrier term by ε∞ = 4. At fixed mass it describes a material with four times the carrier density.

The bulk material exposes the fault. From (1), Re ε vanishes at √(Ep²/ε∞ − γ²) = 0.995 eV, and it rises with energy. At 1.37 eV it is therefore positive, and the sphere cannot satisfy Re ε = −4.5 there. The sphere resonance has to lie below 0.995 eV.

**The right solution: the field of the sphere**

The sphere is small against the wavelength, so the field near it is found from electrostatics at each frequency. Let the applied field be 𝓔a along the polar axis. The potentials with dipolar symmetry are

inside: φ = −A 𝓔a r cos θ

outside: φ = −𝓔a r cos θ + D 𝓔a a³ cos θ/r².

A is the inner field relative to the applied one, and D measures the induced dipole. Continuity of φ at r = a gives −A = −1 + D. Continuity of the normal displacement, −ε ∂φ/∂r, gives the second condition:

A + D = 1,  εA = εh(1 + 2D).   (2)

Inserting A = 1 − D in the second equation gives ε − εh = D(ε + 2εh), so

D = (ε − εh)/(ε + 2εh),  A = 1 − D = 3εh/(ε + 2εh).   (3)

The dipole moment is p = ε0 εh α𝓔a with α = 4πa³D, as comparison with the potential p cos θ/(4πε0εh r²) shows. For a real permittivity the response would diverge at ε = −2εh. With loss, ε is complex and the denominator does not vanish at any real energy. The usual Fröhlich condition asks that its real part vanish.

**(a) The Fröhlich condition**

Define S = ε∞ + 2εh, here 4 + 4.5 = 8.5. The real part of (1) turns the condition into

ε∞ − Ep²/(E² + γ²) = −2εh,

so that E² + γ² = Ep²/S. With E0 = Ep/√S,

E_F = √(E0² − γ²).   (4)

The numbers are E0² = 4/8.5 = 0.4706 eV² and E_F² = 0.4706 − 0.0100 = 0.4606 eV². Therefore

E_F = 0.679 eV,

which corresponds to a vacuum wavelength of 1827 nm.

At this energy Ep²/(E_F² + γ²) = S, and the imaginary part of (1) is

Im ε = γEp²/[E(E² + γ²)] = Sγ/E_F = 0.85/0.679 = 1.25.

The permittivity is thus −4.5 + 1.25i. The imaginary part is not negligible, which is why the condition and the absorption peak need not coincide.

Equation (4) also shows where the condition fails. Since Re ε + 2εh = S − Ep²/(E² + γ²) is smallest at E = 0, it is nowhere negative if γ ≥ E0. There is then no solution at positive energy, although the sphere still absorbs.

**(b) The absorption line**

The time-averaged power lost in the sphere is

P = ½ ω ε0 Im ε |A|² |𝓔a|² (4πa³/3).

The incident intensity in the host is ½ c ε0 √εh |𝓔a|². Their ratio is the absorption cross-section

σ = (ω/c) Im ε |A|² (4πa³/3)/√εh.

To express it through the dipole, write D = 1 − 3εh/(ε + 2εh). Then

Im D = 3εh Im ε/|ε + 2εh|².

From (3), |A|² = 9εh²/|ε + 2εh|², so Im ε |A|² = 3εh Im D. Hence

σ = k · 4πa³ Im D = k Im α,  k = √εh E/(ħc).   (5)

At E_F the real part of ε + 2εh is zero. Near that point it enters |ε + 2εh|² quadratically, so to first order Im D varies as 1/Im ε. By the expression in part (a), Im ε falls with energy. Im D is therefore still rising at E_F, and the maximum of absorption must lie higher.

For its position, put (1) into the denominator of (3). With Ω = E² + iγE and Ep² = S E0²,

ε + 2εh = S − S E0²/Ω = S(Ω − E0²)/Ω.

Since Ω/(Ω − E0²) = 1 + E0²/(Ω − E0²), it follows that

D = 1 − (3εh/S)[1 + E0²/(Ω − E0²)]

D = (ε∞ − εh)/S + (3εh/S) E0²/(E0² − E² − iγE).   (6)

The first term uses S − 3εh = ε∞ − εh. The sphere responds as one damped oscillator plus a real constant, without approximation within the static Drude model. Taking the imaginary part,

Im D = (3εh/S) E0² γE/[(E0² − E²)² + γ²E²].

Insert this in (5), and divide numerator and denominator by E²:

σ(E) = [12πa³ εh^(3/2) E0²/(Sħc)] · γ/[(E0²/E − E)² + γ²].   (7)

The square in the denominator vanishes at E = E0. The peak is therefore at

E0 = √0.4706 eV = 0.686 eV,

or 1807 nm in vacuum. Damping does not shift this peak. It does shift E_F, by

E0 − E_F = γ²/(E0 + E_F) = 0.01/(0.686 + 0.679) eV ≈ 7 meV.

The cross-section falls to half its maximum when E0²/E − E = ±γ, that is, when E² ± γE − E0² = 0. The positive roots are

E = √(E0² + γ²/4) ∓ γ/2 = 0.638 eV and 0.738 eV.

Their distance is γ, so the full width at half maximum is 0.100 eV. The 7 meV between the two definitions is a small part of this width.

At the peak (7) becomes

σ(E0) = 12πa³ εh^(3/2) E0²/(Sγħc).

With a³ = 1000 nm³, εh^(3/2) = 3.375 and ħc = 197.3 eV nm,

σ(E0) = 12π × 1000 × 3.375 × 0.4706/(8.5 × 0.1 × 197.3) nm² = 357 nm².

The geometric cross-section πa² is 314 nm². The sphere thus absorbs slightly more light than falls on its disc. In this model σ/πa² grows linearly with a, as long as the sphere stays small against the wavelength and γ is held fixed.

**Two neighbouring definitions**

If one plots Im α instead of σ, the factor E from k is missing. The maximum of E/[(E0² − E²)² + γ²E²] follows from setting its derivative to zero. With y = E²,

(E0² − y)² + γ²y − 2y[γ² − 2(E0² − y)] = 0.

Expanding and collecting terms gives

3y² − (2E0² − γ²)y − E0⁴ = 0

y = {2E0² − γ² + √[(2E0² − γ²)² + 12E0⁴]}/6.

The square root contains 16E0⁴ − 4E0²γ² + γ⁴, so to order γ² it equals 4E0² − γ²/2. Hence y ≈ E0² − γ²/4. The full expression gives E = 0.684 eV.

The free oscillation of the sphere is the zero of the denominator in (6), E² + iγE − E0² = 0. Its solution with positive real part is

E = √(E0² − γ²/4) − iγ/2 = (0.684 − 0.050i) eV.

The negative imaginary part means decay for the time factor exp(−iEt/ħ). The Im α peak and the real part of the free oscillation agree to order γ², as the expansion shows. For γ > 2E0 both roots are imaginary and the sphere no longer oscillates, yet (7) still has its maximum at E0. A maximum in absorption is thus not by itself proof of an underdamped resonance.

As γ → 0, all these energies tend to Ep/√(ε∞ + 2εh). For ε∞ = εh = 1 this becomes Ep/√3, the result for a free-electron sphere in vacuum. A larger host permittivity lowers the energy, because polarization of the host weakens the restoring field on the displaced carriers.

**(c) What the uniform, local, static model leaves out**

*Finite wavelength.* At the peak x = ka = 0.052. The standard full-wave solution for a sphere has the electric-dipole coefficient

a1 = [mψ(mx)ψ′(x) − ψ(x)ψ′(mx)]/[mψ(mx)ξ′(x) − ξ(x)ψ′(mx)],

where m = √(ε/εh), ψ(z) = z j1(z) and ξ(z) = z h1(z), with the spherical Bessel function j1 and the outgoing Hankel function h1. The dipolar absorption is (6π/k²)(Re a1 − |a1|²). Its numerically located maximum lies 0.6 meV below E0. Scattering, given by |a1|², is about 5 × 10⁻⁴ of the absorption there. Retardation is unimportant at this size.

*Surface scattering.* This estimate and the one for electron pressure need the carrier velocity. For a rough mass m* = 0.4 electron masses, the definition of Ep gives n = ε0 m*Ep²/(ħ²e²) = 1.16 × 10²¹ cm⁻³, with Ep in joules. In a parabolic band the Fermi wave number is (3π²n)^(1/3). The Fermi energy is then 1.0 eV and the Fermi velocity v = 9.4 × 10⁵ m/s. The thermal energy at 300 K is 0.026 eV, so the carriers are degenerate and v is the relevant speed.

A carrier meets the surface at a rate of order v/a, which adds about ħv/a = 0.062 eV to the damping. The prefactor of one is an estimate. If this is added to the 0.1 eV, (4) gives E_F = 0.667 eV, while the absorption peak stays at 0.686 eV. The line widens to 0.162 eV, and its height, proportional to 1/γ, falls to 0.62 of its former value. If the given damping already includes the surface, no such correction is due.

*A depleted shell.* Charged surface states can drive carriers out of a layer below the surface. As a simple case, take a shell of width w = 0.65 nm to be completely empty, with a sharp inner edge. This width is an assumption made to see the size of the effect; in a real particle it depends on the surface charge, and the edge is gradual. The doped core then fills the fraction g = (1 − w/a)³ = 0.817 of the sphere, and the shell has permittivity ε∞.

By (3), the core in its shell has dipole strength b = (ε − ε∞)/(ε + 2ε∞). At the outer surface the shell field gives a potential proportional to 1 − gb and a normal displacement proportional to ε∞(1 + 2gb). The whole sphere therefore acts as one of permittivity

ε_eff = ε∞(1 + 2gb)/(1 − gb).

Setting ε_eff = −2εh gives S + 2gb(ε∞ − εh) = 0. With X = Ep²/Ω, (1) gives b = −X/(3ε∞ − X), and so

X = 3ε∞S/[S + 2g(ε∞ − εh)] = 102/(8.5 + 3.5 × 0.817) = 8.98.

The dipole strength is a ratio of two linear functions of X with real coefficients. It again has the form of a real constant plus one oscillator, so the absorption peak is at Ep/√X = 0.667 eV. The shift is −19 meV.

The sharp edge matters here. For a static permittivity of 9, an empty planar layer of this width corresponds to a band bending of n e²w²/(2 × 9 ε0) = 0.49 eV. This is less than the Fermi energy of 1.0 eV, so such a bending thins out the carriers near the surface but cannot remove them all. Suppose instead that the density follows a Thomas–Fermi profile with a bending of 0.5 eV at the surface, and that (1) is applied locally with this density. A numerical solution, again with a static permittivity of 9, then puts the peak near 0.637 eV, a shift of about −49 meV, and widens the line to about 0.15 eV. Within the graded layer Re ε passes through zero, which makes the radial field large there. This zero lies only about 0.06 nm below the surface, less than an atomic spacing, so the widening is fragile. For a bending of 0.3 eV, Re ε does not reach zero, the width stays near 0.10 eV and the shift is about −28 meV. At a bending of 0.5 eV, a static permittivity of 4 or 12 changes the shift to about −30 or −58 meV. The local treatment is itself uncertain in so thin a layer, because electron pressure acts over a similar depth, and because the Thomas–Fermi screening length of about 0.5 nm is shorter than the Fermi wavelength of 1.9 nm. The sharp shell is therefore an illustration and not a bound on the shift.

*Electron pressure.* A degenerate electron gas resists compression. In the hydrodynamic model this adds a pressure term to the equation for the current:

(−iω + 1/τ)J = (n e²/m*)𝓔 − β²∇ρ,  β² = 3v²/5.

Here ρ is the induced charge density, and the value of β² is the usual high-frequency one. Take the divergence, with ∇·J = iωρ and ∇·𝓔 = ρ/(ε0ε∞). The result is ∇²ρ = (κ/a)²ρ, where

κ = a√(Ep²/ε∞ − Ω)/(ħβ).

The charge is thus spread over a depth of order a/|κ|. With s = r/a, the inner potential is

φ = −𝓔a a [As + B i1(κs)/i1(κ)] cos θ,

where i1(z) = (z cosh z − sinh z)/z². Let L = κ i1′(κ)/i1(κ). The radial field at the surface is proportional to A + BL, and Poisson's equation gives ρ = ε0ε∞(κ/a)²(𝓔a a)B [i1(κs)/i1(κ)] cos θ. For a hard wall the radial current vanishes:

Ep²(A + BL) − (Ep² − ε∞Ω)BL = 0.

Hence BL = −Ep²A/(ε∞Ω) = A(ε − ε∞)/ε∞. The surface displacement is ε∞(A + BL) = εA, as before, but the potential is proportional to A + B = A(1 + δ), with δ = (ε − ε∞)/(ε∞L). The matching conditions become A(1 + δ) + D = 1 and εA = εh(1 + 2D), so

D = [ε − εh(1 + δ)]/[ε + 2εh(1 + δ)].

Without damping and for E < Ep/√ε∞ = 1.0 eV, which includes the dipolar resonance, κ is real and L is positive. Since ε − ε∞ is negative, δ < 0. A less negative ε then suffices, which means a higher energy. A numerical search for the maximum of E Im D gives 0.714 eV, a shift of +28 meV.

**The model beside a real oxide**

The parameters are of the rough size found in heavily tin-doped indium oxide nanocrystals, with carrier densities near 10²¹ cm⁻³ and absorption in the near infrared. The damping corresponds to a mobility eτ/m* = 29 cm²/Vs, an ordinary size for such a conductor. One assumption open to doubt is a uniform carrier gas that ends sharply at the surface. For the values above, a sharp empty shell moves the peak by −19 meV, a gradual depletion by about −49 meV, and electron pressure by +28 meV. These are separate estimates and should not simply be added, since depletion also changes the wall that the electrons meet. Non-spherical shape, neighbouring particles and a non-parabolic band are left out as well.

Within the stated model the answers are E_F = 0.679 eV and E0 = 0.686 eV. With the values assumed in part (c), the separate estimates place the peak anywhere from roughly 0.64 to 0.71 eV. This range is not a bound for a real particle, because it depends on the assumed surface bending and static permittivity, and the effects act together. The third digit serves only to distinguish the definitions within the model.

Numerical values quoted here were computed with a short program.
